# Why the p-electron hyperfine ratio is not 5 in thallium: test program

```python
"""Hyperfine constants A of the 6p1/2 and 6p3/2 states of thallium.
Result under test: A(p1/2)/A(p3/2) = 5 holds only for nonrelativistic orbitals
without core response; relativity raises A(p1/2), and exchange polarization of
the closed core lowers A(p3/2).
Symbols: kappa = Dirac angular quantum number, j = |kappa|-1/2; P, Q = large and
small radial functions; F(r) = radial hyperfine field, 1/r^2 outside the nucleus;
A = g_I alpha/(2 m_p) * kappa/(j(j+1)) * 2 int P Q F dr   (atomic units).
All constants A are printed per unit nuclear g factor g_I.
Radial functions are expanded in kinetically balanced Gaussians; integrals are
done on Gauss-Legendre cells in ln r."""
from functools import lru_cache
from math import factorial, pi, prod, sqrt
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh
from scipy.special import erf, jv, jvp, lpmv

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10      # angstrom
C = 1 / sc.alpha
PROTON = sc.m_p / sc.m_e
A_UNIT = sc.alpha / (2 * PROTON) * HARTREE * 1e6           # micro-eV

# ---------- radial grid and Coulomb multipole kernels ----------
NCELL, NG = 40, 8
nodes, gl = np.polynomial.legendre.leggauss(NG)
edges = np.linspace(np.log(1e-6), np.log(40.0), NCELL + 1)
half = (edges[1] - edges[0]) / 2
r = np.exp((edges[:-1, None] + half + half * nodes).ravel())
w = np.tile(gl * half, NCELL) * r
pw = np.arange(NG)
inner = ((nodes[:, None] ** (pw + 1) - (-1.0) ** (pw + 1)) / (pw + 1)
         ) @ np.linalg.inv(nodes[:, None] ** pw)
cell = np.repeat(np.arange(NCELL), NG)
below = np.where(cell[:, None] > cell[None, :], w[None, :], 0.0)
for n in range(NCELL):
    s = slice(NG * n, NG * n + NG)
    below[s, s] = inner * half * r[s]


def multipole_kernel(k):
    """Symmetric bilinear form of r_<^k / r_>^(k+1), weights included."""
    op = (below * r[None, :] ** k / r[:, None] ** (k + 1)
          + (w[None, :] - below) * r[:, None] ** k / r[None, :] ** (k + 1))
    form = w[:, None] * op
    return (form + form.T) / 2


KMAX = 8
KER = [multipole_kernel(k) for k in range(KMAX + 1)]

# ---------- nucleus: Gaussian charge and magnetization ----------
R_SPHERE = 1.2e-5 * 205 ** (1 / 3) / BOHR
RMS = sqrt(0.6) * R_SPHERE
xn = sqrt(1.5) / RMS * r
NUC = -erf(xn) / r
FIELD = (erf(xn) - 2 * xn * np.exp(-xn ** 2) / sqrt(pi)) / r ** 2


# ---------- angular algebra ----------
def ell(kappa):
    return kappa if kappa > 0 else -kappa - 1


def jay(kappa):
    return abs(kappa) - 0.5


@lru_cache(None)
def three_j(a, b, c, x, y, z):
    if (abs(x + y + z) > 0.1 or c > a + b + 0.1 or c < abs(a - b) - 0.1
            or abs(x) > a + 0.1 or abs(y) > b + 0.1 or abs(z) > c + 0.1):
        return 0.0

    def f(v):
        return factorial(round(v))
    tri = f(a + b - c) * f(a - b + c) * f(-a + b + c) / f(a + b + c + 1)
    pre = sqrt(tri * f(a + x) * f(a - x) * f(b + y) * f(b - y) * f(c + z) * f(c - z))
    total = 0.0
    for t in range(round(a + b - c) + 1):
        d = (t, c - b + t + x, c - a + t - y, a + b - c - t, a - t - x, b - t + y)
        if min(d) > -0.1:
            total += (-1) ** t / prod(f(v) for v in d)
    return (-1.0) ** round(a - b - z) * pre * total


@lru_cache(None)
def ck(k1, m1, k2, m2, k):
    """Matrix element <k1 m1| C^k_(m1-m2) |k2 m2> between spherical spinors."""
    if (ell(k1) + ell(k2) + k) % 2:
        return 0.0
    j1, j2 = jay(k1), jay(k2)
    red = ((-1.0) ** round(j1 + 0.5) * sqrt((2 * j1 + 1) * (2 * j2 + 1))
           * three_j(j1, j2, k, -0.5, 0.5, 0))
    return (-1.0) ** round(j1 - m1) * three_j(j1, k, j2, -m1, m1 - m2, m2) * red


def hyper_angle(ka, kb, m):
    return -(ka + kb) * ck(-ka, m, kb, m, 1)


@lru_cache(None)
def we(kn, ka, m):
    """m dependence of a rank-one, q = 0 matrix element."""
    jn = jay(kn)
    return (-1.0) ** round(jn - m) * three_j(jn, 1, jay(ka), -m, 0, m)


@lru_cache(None)
def exchange_angles(p, q, n, a, k):
    one = two = 0.0
    for i in range(round(2 * jay(a) + 1)):
        m = -jay(a) + i
        x = we(n, a, m)
        if x:
            one += x * ck(p, 0.5, n, m, k) * ck(q, 0.5, a, m, k)
            two += x * ck(p, 0.5, a, m, k) * ck(q, 0.5, n, m, k)
    norm = we(p, q, 0.5)
    return tuple(v / norm if abs(v) > 1e-13 else 0.0 for v in (one, two))


# ---------- one-electron problem ----------
COUNT = {0: 31, 1: 31, 2: 21, 3: 17, 4: 14, 5: 14}


def form(a, weight, b):
    return (a * weight) @ b.T


def one_electron(kappa, charge, rel=True):
    l = ell(kappa)
    number = COUNT[l] if rel or l > 1 else COUNT[l] - 4
    z = 0.015 * 2.2 ** np.arange(number)[:, None]
    P = r ** (l + 1) * np.exp(-z * r ** 2)
    P /= np.sqrt((P ** 2) @ w)[:, None]
    raw = ((l + 1 + kappa) / r - 2 * z * r) * P / (2 * C)
    Q = raw / np.sqrt((raw ** 2) @ w)[:, None]
    V = charge * NUC * w
    if rel:
        LS = 2 * C ** 2 * form(raw, w, Q)
        SQ = form(Q, w, Q)
        H = np.block([[form(P, V, P), LS], [LS.T, form(Q, V, Q) - 2 * C ** 2 * SQ]])
        S = block_diag(form(P, w, P), SQ)
    else:
        H = form(P, V, P) + 2 * C ** 2 * form(raw, w, raw)
        S = form(P, w, P)
    e, u = eigh(S)
    return SimpleNamespace(P=P, Q=Q, raw=raw, H=H, S=S, rel=rel,
                           X=(u / np.sqrt(e)) @ u.T)


def diagonalize(F, b):
    """Positive-energy orbitals on the grid; D is the small part used in densities."""
    e, c = eigh(F, b.S)
    n = len(b.P)
    if b.rel:
        e, c = e[n:], c[:, n:]
        Q = c[n:].T @ b.Q
        return SimpleNamespace(e=e, c=c, P=c[:n].T @ b.P, Q=Q, D=Q)
    Q = c.T @ b.raw
    return SimpleNamespace(e=e, c=c, P=c.T @ b.P, Q=Q, D=0 * Q)


# ---------- closed-shell self-consistent field ----------
@lru_cache(None)
def exchange_kernel(ka, kb):
    total = np.zeros_like(KER[0])
    for k in range(KMAX + 1):
        if (ell(ka) + ell(kb) + k) % 2 == 0:
            lam = three_j(jay(ka), jay(kb), k, -0.5, 0.5, 0) ** 2
            if lam:
                total += (2 * jay(kb) + 1) * lam * KER[k]
    return total


def repulsion(kappa, b, orb, core):
    dens = sum((2 * jay(q) + 1) * (orb[q].P[:n] ** 2 + orb[q].D[:n] ** 2).sum(0)
               for q, n in core.items())
    pot = KER[0] @ dens
    pp = pq = qq = 0.0
    for q, n in core.items():
        E, p, d = exchange_kernel(kappa, q), orb[q].P[:n], orb[q].D[:n]
        pp = pp + E * (p.T @ p)
        if b.rel:
            pq = pq + E * (p.T @ d)
            qq = qq + E * (d.T @ d)
    LL = form(b.P, pot, b.P) - b.P @ pp @ b.P.T
    if not b.rel:
        return LL
    LS = -b.P @ pq @ b.Q.T
    return np.block([[LL, LS], [LS.T, form(b.Q, pot, b.Q) - b.Q @ qq @ b.Q.T]])


def solve_atom(charge, core, kappas, rel=True):
    bas = {k: one_electron(k, charge, rel) for k in kappas}
    electrons = sum(n * (2 * jay(k) + 1) for k, n in core.items())
    net = charge - electrons + 1
    guess = (charge - net) * (1 - 1 / (1 + 0.606 * charge ** (1 / 3) * r) ** 2) / r * w
    F = {}
    for k in core:
        b = bas[k]
        g = form(b.P, guess, b.P)
        F[k] = b.H + (block_diag(g, form(b.Q, guess, b.Q)) if rel else g)
    old, focks, errors, converged = None, [], [], False
    for _ in range(60):
        orb = {k: diagonalize(F[k], bas[k]) for k in core}
        now = np.concatenate([orb[k].e[:n] for k, n in core.items()])
        if old is not None and np.max(abs(now - old) / (1 + abs(now))) < 1e-6:
            converged = True
            break
        old = now
        new, err = {}, []
        for k, n in core.items():
            b = bas[k]
            new[k] = b.H + repulsion(k, b, orb, core)
            occ = orb[k].c[:, :n]
            fds = new[k] @ (occ @ occ.T) @ b.S
            err.append((b.X @ (fds - fds.T) @ b.X).ravel())
        focks = (focks + [new])[-8:]
        errors = (errors + [np.concatenate(err)])[-8:]
        B = np.array([[x @ y for y in errors] for x in errors])
        sc_ = 1 / np.sqrt(np.diag(B) + 1e-300)
        y = np.linalg.lstsq(B * np.outer(sc_, sc_), sc_, rcond=1e-12)[0] * sc_
        y /= y.sum()
        F = {k: sum(a * f[k] for a, f in zip(y, focks)) for k in core}
    assert converged, "self-consistent field did not converge"
    out = {}
    for k in kappas:
        out[k] = diagonalize(bas[k].H + repulsion(k, bas[k], orb, core), bas[k])
        out[k].h1 = out[k].c.T @ bas[k].H @ out[k].c
    return out


def hyper_radial(a, b):
    return form(a.P, w * FIELD, b.Q) + form(a.Q, w * FIELD, b.P)


# ---------- linear response of the core to the hyperfine field ----------
def core_polarization(orb, core, valence, nmax=None):
    """For each valence (kappa, index), at m = 1/2: bare element, first-order and
    self-consistent core shifts, s-to-s part, and part of the outermost s shell."""
    rhos, folds = {}, {}

    def rho(p, a, i):
        if (p, a, i) not in rhos:
            rhos[p, a, i] = orb[p].P * orb[a].P[i] + orb[p].D * orb[a].D[i]
        return rhos[p, a, i]

    def fold(p, a, i, k):
        if (p, a, i, k) not in folds:
            folds[p, a, i, k] = rho(p, a, i) @ KER[k]
        return folds[p, a, i, k]

    def coupling(p, q, iq, n, a, ia):
        pot = mix = None
        for k in range(KMAX + 1):
            one, two = exchange_angles(p, q, n, a, k)
            if one:
                v = one * fold(q, a, ia, k)[iq]
                pot = v if pot is None else pot + v
            if two:
                v = two * fold(p, a, ia, k)
                mix = v if mix is None else mix + v
        block = np.zeros((len(orb[p].e), len(orb[n].e)))
        if pot is not None:
            block += form(orb[p].P, pot, orb[n].P) + form(orb[p].D, pot, orb[n].D)
        if mix is not None:
            block += mix @ rho(n, q, iq).T
        return block

    chan, start = [], 0
    for q, shells in core.items():
        for i in range(shells):
            for p in orb:
                if abs(hyper_angle(p, q, 0.5)) > 1e-12:
                    virt = slice(core.get(p, 0), nmax)
                    size = len(orb[p].e[virt])
                    chan.append((q, i, p, virt, slice(start, start + size)))
                    start += size
    M, gap, rhs = np.zeros((start, start)), np.zeros(start), np.zeros(start)
    for q, i, p, vp, rows in chan:
        gap[rows] = orb[p].e[vp] - orb[q].e[i]
        rhs[rows] = (-hyper_angle(p, q, 0.5) / we(p, q, 0.5)
                     * hyper_radial(orb[p], orb[q])[vp, i])
        for a, ia, n, vn, cols in chan:
            M[rows, cols] = -coupling(p, q, i, n, a, ia)[vp, vn]
    M[np.diag_indices(start)] += gap
    X = np.linalg.solve(M, rhs)
    result = {}
    for v, iv in valence:
        row = np.zeros(start)
        for a, ia, n, vn, cols in chan:
            row[cols] = -we(v, v, 0.5) * coupling(v, v, iv, n, a, ia)[iv, vn]
        bare = hyper_angle(v, v, 0.5) * hyper_radial(orb[v], orb[v])[iv, iv]
        ss = [(i, row[c] @ X[c]) for q, i, p, _, c in chan if q == -1 and p == -1]
        result[v] = np.array([bare, row @ (rhs / gap), row @ X,
                              sum(x for _, x in ss), ss[-1][1]])
    return result


# ---------- test: hyperfine angular factor from explicit spinors ----------
def harmonic(l, m, x):
    if abs(m) > l:
        return 0 * x
    a = abs(m)
    y = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a)) * lpmv(a, l, x)
    return y * (-1) ** a if m < 0 else y


def spinor(kappa, m, x):
    l = ell(kappa)
    plus, minus = sqrt((l + m + 0.5) / (2 * l + 1)), sqrt((l - m + 0.5) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return up * harmonic(l, round(m - 0.5), x), down * harmonic(l, round(m + 0.5), x)


xq, wq = np.polynomial.legendre.leggauss(24)
for ka, kb in [(-1, -1), (1, 1), (-2, -2), (1, -2), (-2, 1), (-1, 2), (-2, 3), (2, -3)]:
    (au, ad), (bu, bd) = spinor(ka, 0.5, xq), spinor(-kb, 0.5, xq)
    direct = 2 * pi * np.sum(wq * np.sqrt(1 - xq ** 2) * (au * bd - ad * bu))
    assert abs(direct - hyper_angle(ka, kb, 0.5)) < 1e-10

# ---------- test: relativistic enhancement from the threshold solution ----------
ZTL = 81


def threshold(kappa, x):
    g = sqrt(kappa ** 2 - (ZTL / C) ** 2)
    q = jv(2 * g, x)
    return -(C / ZTL) * (x / 2 * jvp(2 * g, x) - kappa * q), q


def enhancement(kappa):
    g = sqrt(kappa ** 2 - (ZTL / C) ** 2)
    return abs(kappa) * (4 * kappa ** 2 - 1) / (g * (4 * g ** 2 - 1))


strength, outer = {}, {}
for kappa in (1, -2):
    def integrand(x):
        p, q = threshold(kappa, x)
        return p * q * 16 * ZTL / x ** 3
    integral = (quad(integrand, 0, 10, limit=300)[0]
                + quad(integrand, 10, 200, limit=600)[0])
    strength[kappa] = kappa / (jay(kappa) * (jay(kappa) + 1)) * 2 * integral
    outer[kappa] = np.max(abs(threshold(kappa, np.linspace(2000, 2020, 20001))[0]))
    r0, h = 0.01, 1e-6
    pp, pm = (threshold(kappa, sqrt(8 * ZTL * v))[0] for v in (r0 + h, r0 - h))
    p0, q0 = threshold(kappa, sqrt(8 * ZTL * r0))
    right = (2 * C + ZTL / (C * r0)) * q0
    scale = abs(right) + abs(kappa * p0 / r0)
    assert abs((pp - pm) / (2 * h) + kappa * p0 / r0 - right) < 1e-5 * scale
assert abs(outer[1] / outer[-2] - 1) < 1e-2     # same outer amplitude up to order 1/x
coulomb_ratio = 5 * enhancement(1) / enhancement(-2)
assert abs(strength[1] / strength[-2] / coulomb_ratio - 1) < 1e-4

# ---------- test: hydrogenlike 2p integrals against closed forms ----------
for kappa, nr in ((1, 1), (-2, 0)):
    zh = 30
    b = one_electron(kappa, zh)
    o = diagonalize(b.H, b)
    g = sqrt(kappa ** 2 - (zh / C) ** 2)
    N = sqrt(4 - 2 * nr * (abs(kappa) - g))
    closed = zh ** 3 / C * (2 * kappa * (g + nr) - N) / (N ** 4 * g * (4 * g ** 2 - 1))
    energy = C ** 2 * ((g + nr) / N - 1)
    assert abs(o.e[0] / energy - 1) < 1e-4
    # finite nucleus and finite basis set this tolerance
    assert abs(hyper_radial(o, o)[0, 0] / 2 / closed - 1) < 4e-3

# ---------- test: response against a finite hyperfine field, ten-electron core ----------
small_core = {-1: 2, 1: 1, -2: 1}
KS, NM = [-1, 1, -2, 2], 4
ion = solve_atom(20, small_core, KS)
linear = core_polarization(ion, small_core, [(1, 1), (-2, 1)], NM)
spin = [(k, i, -jay(k) + s) for k in KS for i in range(NM)
        for s in range(round(2 * jay(k) + 1))]
ri = np.array([KS.index(k) * NM + i for k, i, _ in spin])
ms = np.array([m for _, _, m in spin])
ns = len(spin)
Pa = np.vstack([ion[k].P[:NM] for k in KS])
Qa = np.vstack([ion[k].Q[:NM] for k in KS])
pairs = (Pa[:, None] * Pa[None] + Qa[:, None] * Qa[None]).reshape(-1, len(r))
G = np.zeros((ns,) * 4)
for k in range(4):
    R = (pairs @ KER[k] @ pairs.T).reshape((len(Pa),) * 4)
    ang = np.array([[ck(a[0], a[2], b[0], b[2], k) for b in spin] for a in spin])
    G += ang[:, :, None, None] * ang.T[None, None] * R[np.ix_(ri, ri, ri, ri)]
dm = ms[:, None] - ms[None, :]
G *= abs(dm[:, :, None, None] + dm[None, None]) < 0.1
NET = (G - G.transpose(0, 3, 2, 1)).reshape(ns * ns, ns * ns)
del G


def mean_field(D):
    return (NET @ D.T.ravel()).reshape(ns, ns)


D0 = np.diag([1.0 if i < small_core.get(k, 0) else 0.0 for k, i, _ in spin])
eps = np.diag([ion[k].e[i] for k, i, _ in spin])
h1, T = np.zeros((ns, ns)), np.zeros((ns, ns))
rad_t = {(a, b): hyper_radial(ion[a], ion[b]) for a in KS for b in KS}
for x, (a, i, m) in enumerate(spin):
    for y, (b, jn, mm) in enumerate(spin):
        if m == mm:
            T[x, y] = hyper_angle(a, b, m) * rad_t[a, b][i, jn]
            if a == b:
                h1[x, y] = ion[a].h1[i, jn]
V0 = mean_field(D0)
fock_error = np.max(abs(h1 + V0 - eps))
assert fock_error < 2e-3        # limited by the stopping rule of the atomic SCF


def field_fock(lam):
    D = D0
    for _ in range(40):
        F = eps - V0 + lam * T + mean_field(D)
        u = np.linalg.eigh((F + F.T) / 2)[1][:, :10]
        D = u @ u.T
    return eps - V0 + lam * T + mean_field(D)


lam = 1e-4
slope = (field_fock(lam) - field_fock(-lam)) / (2 * lam)
finite = {}
for kappa in (1, -2):
    v = spin.index((kappa, 1, 0.5))
    finite[kappa] = slope[v, v] - T[v, v]
    assert abs(finite[kappa] / linear[kappa][2] - 1) < 1e-3
del NET

# ---------- thallium ----------
core = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
kappas = [-1, 1, -2, 2, -3, 3, -4, 4, 5]
val = [(1, 4), (-2, 4)]
nr = solve_atom(ZTL, core, kappas, rel=False)
dn = {k: 2 * A_UNIT * v for k, v in core_polarization(nr, core, val).items()}
tl = solve_atom(ZTL, core, kappas)
dr = {k: 2 * A_UNIT * v for k, v in core_polarization(tl, core, val).items()}

assert abs(dn[1][0] / dn[-2][0] - 5) < 5e-3            # the textbook limit
assert dr[1][0] > dn[1][0]                             # relativity raises p1/2
assert dr[1][0] / dn[1][0] > dr[-2][0] / dn[-2][0]     # and more than p3/2
assert dr[-2][2] < 0                                   # the core lowers p3/2

print("A is per unit nuclear g factor, in micro-eV (1e-6 eV)")
print(f"nuclear rms radius: {RMS * BOHR:.3e} angstrom")
print(f"Coulomb threshold enhancement p1/2: {enhancement(1):.4f}")
print(f"Coulomb threshold enhancement p3/2: {enhancement(-2):.4f}")
print(f"Coulomb threshold ratio A(1/2)/A(3/2): {coulomb_ratio:.3f}")
for name, k, i in (("6s1/2", -1, 5), ("6p1/2", 1, 4), ("6p3/2", -2, 4)):
    o = tl[k]
    mean = ((o.P[i] ** 2 + o.Q[i] ** 2) * r) @ w * BOHR
    mean_nr = (nr[k].P[i] ** 2 * r) @ w * BOHR
    print(f"{name} energy: nonrel {nr[k].e[i] * HARTREE:.3f}, Dirac {o.e[i] * HARTREE:.3f} eV")
    print(f"{name} mean radius: nonrel {mean_nr:.4f}, Dirac {mean:.4f} angstrom")
levels = [("nonrel Hartree-Fock", dn[1][0], dn[-2][0]),
          ("nonrel HF + RPA core", dn[1][0] + dn[1][2], dn[-2][0] + dn[-2][2]),
          ("Dirac-Fock", dr[1][0], dr[-2][0]),
          ("Dirac-Fock + first-order core", dr[1][0] + dr[1][1], dr[-2][0] + dr[-2][1]),
          ("Dirac-Fock + RPA core", dr[1][0] + dr[1][2], dr[-2][0] + dr[-2][2])]
for name, a1, a3 in levels:
    print(f"{name}: A(1/2) {a1:.4f}, A(3/2) {a3:.4f} micro-eV, ratio {a1 / a3:.3f}")
print(f"Dirac/nonrel factor of A(1/2): {dr[1][0] / dn[1][0]:.4f}")
print(f"Dirac/nonrel factor of A(3/2): {dr[-2][0] / dn[-2][0]:.4f}")
for label, d in (("nonrel", dn), ("Dirac", dr)):
    for name, k in (("1/2", 1), ("3/2", -2)):
        print(f"{label} RPA core shift of A({name}): total {d[k][2]:.4f}, "
              f"s shells {d[k][3]:.4f}, 6s alone {d[k][4]:.4f} micro-eV")
a1, a3 = levels[-1][1:]
print(f"A(3/2) needed for ratio 80 with RPA A(1/2): {a1 / 80:.4f} micro-eV")
step = 0.01 * dr[-2][0]
print(f"1 percent of Dirac-Fock A(3/2): {step:.5f} micro-eV")
print(f"RPA ratio if A(3/2) is raised by that amount: {a1 / (a3 + step):.3f}")
print(f"RPA ratio if A(3/2) is cut by that amount: {a1 / (a3 - step):.3f}")
to_ghz = 1e-6 * sc.e / sc.h / 1e9
print(f"RPA A/h per unit g factor: A(1/2) {a1 * to_ghz:.4f}, A(3/2) {a3 * to_ghz:.4f} GHz")
for name, k in (("3p1/2", 1), ("3p3/2", -2)):
    print(f"Z=20 test, {name} core shift/bare: response {linear[k][2] / linear[k][0]:.6f}, "
          f"finite field {finite[k] / linear[k][0]:.6f}")
print(f"Z=20 test, largest Fock matrix deviation: {fock_error * HARTREE:.1e} eV")
print("OK")
```

Running it gives:

```
A is per unit nuclear g factor, in micro-eV (1e-6 eV)
nuclear rms radius: 5.481e-05 angstrom
Coulomb threshold enhancement p1/2: 2.3210
Coulomb threshold enhancement p3/2: 1.1543
Coulomb threshold ratio A(1/2)/A(3/2): 10.054
6s1/2 energy: nonrel -15.941, Dirac -18.762 eV
6s1/2 mean radius: nonrel 1.4870, Dirac 1.3082 angstrom
6p1/2 energy: nonrel -4.917, Dirac -5.434 eV
6p1/2 mean radius: nonrel 2.1252, Dirac 1.9020 angstrom
6p3/2 energy: nonrel -4.917, Dirac -4.543 eV
6p3/2 mean radius: nonrel 2.1252, Dirac 2.1813 angstrom
nonrel Hartree-Fock: A(1/2) 7.4126, A(3/2) 1.4826 micro-eV, ratio 5.000
nonrel HF + RPA core: A(1/2) 9.3436, A(3/2) 0.3321 micro-eV, ratio 28.138
Dirac-Fock: A(1/2) 22.1630, A(3/2) 1.6436 micro-eV, ratio 13.484
Dirac-Fock + first-order core: A(1/2) 25.9001, A(3/2) -0.7186 micro-eV, ratio -36.043
Dirac-Fock + RPA core: A(1/2) 27.5330, A(3/2) -2.5394 micro-eV, ratio -10.842
Dirac/nonrel factor of A(1/2): 2.9899
Dirac/nonrel factor of A(3/2): 1.1086
nonrel RPA core shift of A(1/2): total 1.9310, s shells 1.2836, 6s alone 1.4519 micro-eV
nonrel RPA core shift of A(3/2): total -1.1505, s shells -1.2836, 6s alone -1.4519 micro-eV
Dirac RPA core shift of A(1/2): total 5.3699, s shells 3.0841, 6s alone 3.5239 micro-eV
Dirac RPA core shift of A(3/2): total -4.1830, s shells -4.3048, 6s alone -4.5247 micro-eV
A(3/2) needed for ratio 80 with RPA A(1/2): 0.3442 micro-eV
1 percent of Dirac-Fock A(3/2): 0.01644 micro-eV
RPA ratio if A(3/2) is raised by that amount: -10.913
RPA ratio if A(3/2) is cut by that amount: -10.772
RPA A/h per unit g factor: A(1/2) 6.6574, A(3/2) -0.6140 GHz
Z=20 test, 3p1/2 core shift/bare: response 0.039579, finite field 0.039579
Z=20 test, 3p3/2 core shift/bare: response -0.036919, finite field -0.036919
Z=20 test, largest Fock matrix deviation: 1.5e-06 eV
OK
```
